# Hall factors and drift mobilities for two power-law carrier lifetimes

## Problem

A semiconductor has one isotropic parabolic band, $\varepsilon=p^2/2m$, holding $n$ carriers per unit volume with charge $q=\pm e$. The carriers obey Boltzmann statistics and relax elastically with the lifetime

$$\tau=\tau_0x^s,\qquad x=\varepsilon/k_BT .$$

A magnetic field $B$ points along $z$ and current flows along $x$, with $j_y=0$. The Hall coefficient is $R_H=E_y/(j_xB)$. The field is weak: $|q|B\tau/mc\ll1$ at all energies that matter. Gaussian units are used in the algebra.

The drift mobility is $\mu_d=\sigma_0/(ne)$, with $\sigma_0$ the conductivity at $B=0$. The Hall mobility is $\mu_H=c|R_H|\sigma_0$, and the Hall density is $n_H=1/(|R_H|ec)$.

**(a)** Show that $R_H=r/(nqc)$ and find the Hall factor $r$ as a ratio of averages of $\tau$.

**(b)** Evaluate $r$ for $s=-1/2$ (acoustic phonons) and $s=3/2$ (charged impurities), and say where these powers come from.

**(c)** Two Hall bars have length $L=0.1$ cm between the voltage contacts, width $w=0.02$ cm and thickness $d=5\times10^{-4}$ cm. The longitudinal voltage $V_L$ is read at zero field. Find $\mu_d$ and $n$, using $s=-1/2$ for A and $s=3/2$ for B.

| | A | B |
|---|---|---|
| Temperature (K) | 300 | 77 |
| Field (T) | 0.5 | 0.005 |
| Current (A) | $10^{-5}$ | $10^{-4}$ |
| $V_L$ (V) | 0.57 | 0.050 |
| Hall voltage $V_H$ (V) | $6.9\times10^{-3}$ | $2.0\times10^{-4}$ |

## Hints

1. Elastic scattering does not mix energies. Try $\delta f=(-f_0')\,\mathbf v\cdot\mathbf A(\varepsilon)$, where $f_0'=\partial f_0/\partial\varepsilon$.
2. Integrate $n=\int g f_0\,d\varepsilon$ by parts to find the weight in the averages.
3. Use $\int_0^\infty x^{a-1}e^{-x}dx=\Gamma(a)$.
4. The conductivity fixes the product $n\mu_d$, whatever $r$ is.

## Solution

### (a) From the Boltzmann equation to the Hall factor

In a steady, uniform state,

$$q\left(\mathbf E+\frac{\mathbf v\times\mathbf B}{c}\right)\cdot\nabla_pf=-\frac{\delta f}{\tau},\qquad f=f_0+\delta f .$$

Keep first order in $\mathbf E$. Since $\nabla_pf_0=f_0'\mathbf v$, the magnetic force does nothing to $f_0$. It does act on $\delta f$. The gradient of the trial form is $-f_0'\mathbf A/m$ plus terms parallel to $\mathbf v$, which vanish against $\mathbf v\times\mathbf B$. Hence

$$qf_0'\,\mathbf E\cdot\mathbf v-\frac{qf_0'}{mc}(\mathbf v\times\mathbf B)\cdot\mathbf A=f_0'\frac{\mathbf v\cdot\mathbf A}{\tau}.$$

Now $(\mathbf v\times\mathbf B)\cdot\mathbf A=-\mathbf v\cdot(\mathbf A\times\mathbf B)$. Dividing by $f_0'$ and requiring equality for every direction of $\mathbf v$ gives

$$\mathbf A=q\tau\mathbf E+\frac{q\tau}{mc}\mathbf A\times\mathbf B .$$

With the signed frequency $\omega=qB/mc$, the components are $A_x=q\tau E_x+\omega\tau A_y$ and $A_y=q\tau E_y-\omega\tau A_x$. Substituting each into the other,

$$A_x=\frac{q\tau(E_x+\omega\tau E_y)}{1+\omega^2\tau^2},\qquad
A_y=\frac{q\tau(E_y-\omega\tau E_x)}{1+\omega^2\tau^2}.$$

The density of states is $g=C\varepsilon^{1/2}$. The angular average of $\mathbf v(\mathbf v\cdot\mathbf A)$ is $v^2\mathbf A/3=2\varepsilon\mathbf A/3m$, so

$$\mathbf j=\frac{2qC}{3m}\int_0^\infty\varepsilon^{3/2}(-f_0')\mathbf A\,d\varepsilon .$$

Integration by parts, with vanishing end terms, gives

$$n=C\int_0^\infty\varepsilon^{1/2}f_0\,d\varepsilon=\frac{2C}{3}\int_0^\infty\varepsilon^{3/2}(-f_0')\,d\varepsilon .$$

Therefore $\mathbf j=(qn/m)\langle\mathbf A\rangle$. For Boltzmann statistics $-f_0'\propto e^{-x}$, and

$$\langle F\rangle=\frac{\int_0^\infty F\,x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}.$$

Write $j_x=\sigma_1E_x+\sigma_2E_y$ and $j_y=\sigma_1E_y-\sigma_2E_x$, where

$$\sigma_1=\frac{nq^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\sigma_2=\frac{nq^2}{m}\left\langle\frac{\omega\tau^2}{1+\omega^2\tau^2}\right\rangle.$$

Setting $j_y=0$ gives $E_y=\sigma_2E_x/\sigma_1$ and $j_x=(\sigma_1^2+\sigma_2^2)E_x/\sigma_1$. Thus

$$R_H=\frac{\sigma_2}{B(\sigma_1^2+\sigma_2^2)} .$$

At weak field $\sigma_2^2$ is negligible beside $\sigma_1^2$. Using $\omega/B=q/mc$,

$$R_H=\frac{nq^3\langle\tau^2\rangle/(m^2c)}{n^2q^4\langle\tau\rangle^2/m^2}=\frac{r}{nqc},\qquad
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

The sign of $R_H$ is the sign of the carriers. Also

$$r-1=\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ge0 ,$$

so the weak-field Hall factor of this model measures the spread of lifetimes.

### (b) The two powers and their factors

**Acoustic phonons.** The squared deformation-potential coupling to a long-wave phonon grows in proportion to its wavevector $Q$. The thermal occupation of that phonon, about $k_BT/\hbar\omega_Q\gg1$, falls as $1/Q$. The product does not depend on $Q$, so the scattering is isotropic with a strength independent of carrier energy. It is also nearly elastic, because the phonon energy is smaller than $k_BT$. The margin is modest: at 300 K, with $m=0.3$ electron masses and a sound speed of $9\times10^5$ cm/s, a backscattering phonon carries 0.2 to 0.36 $k_BT$ for $x=1$ to 3. A numerical solution that keeps this energy still gives a Hall factor of 1.176, against the elastic 1.178 found below. The rate then follows the density of final states. It grows as $\varepsilon^{1/2}$, so $s=-1/2$.

**Charged impurities.** Take $N_I$ singly charged impurities per unit volume in a medium of permittivity $\epsilon_r$, with screening length $\lambda$. A deflection by $\theta$ transfers a wavevector $Q$ with $Q^2=2k^2u$, where $u=1-\cos\theta$. The screened potential has the transform $4\pi e^2/[\epsilon_r(Q^2+\lambda^{-2})]$. In the Born approximation the cross section is $(m/2\pi\hbar^2)^2$ times its square. Each collision removes a fraction $u$ of the forward momentum, so

$$\frac1{\tau_C}=2\pi N_Iv\left(\frac{m}{2\pi\hbar^2}\right)^2\left(\frac{4\pi e^2}{\epsilon_r}\right)^2\frac1{4k^4}\int_0^2\frac{u\,du}{(u+\delta)^2},\qquad \delta=\frac1{2k^2\lambda^2}.$$

The integral is $\ln[(2+\delta)/\delta]+\delta/(2+\delta)-1$. With $b=2/\delta=4k^2\lambda^2$ and $\hbar k=mv$,

$$\frac1{\tau_C}=\frac{2\pi N_Ie^4}{\epsilon_r^2m^2v^3}\left[\ln(1+b)-\frac{b}{1+b}\right].$$

Since $v^{-3}\propto\varepsilon^{-3/2}$, the power $s=3/2$ follows if the bracket is treated as constant.

**Evaluation.** The averages are $\langle\tau\rangle=\tau_0\Gamma(s+\tfrac52)/\Gamma(\tfrac52)$ and $\langle\tau^2\rangle=\tau_0^2\Gamma(2s+\tfrac52)/\Gamma(\tfrac52)$. Hence

$$r=\frac{\Gamma(2s+\tfrac52)\,\Gamma(\tfrac52)}{\Gamma(s+\tfrac52)^2},\qquad s>-\tfrac54 .$$

The condition keeps $\langle\tau^2\rangle$ finite at low energy. For $s=-1/2$,

$$r=\frac{\Gamma(\tfrac32)\Gamma(\tfrac52)}{\Gamma(2)^2}=\frac{\sqrt\pi}{2}\cdot\frac{3\sqrt\pi}{4}=\frac{3\pi}{8}\approx1.178 .$$

For $s=3/2$, $\Gamma(\tfrac{11}2)=\tfrac92\cdot\tfrac72\cdot\tfrac52\cdot\tfrac32\cdot\tfrac12\sqrt\pi=945\sqrt\pi/32$ and $\Gamma(4)=6$, so

$$r=\frac1{36}\cdot\frac{945\sqrt\pi}{32}\cdot\frac{3\sqrt\pi}{4}=\frac{2835\pi}{4608}=\frac{315\pi}{512}\approx1.933 .$$

### (c) From voltages to drift mobility

The definitions give

$$\mu_H=c\,\frac{r}{nec}\,ne\mu_d=r\mu_d,\qquad n=rn_H .$$

The product $n\mu_d=n_H\mu_H$ is fixed by $\sigma_0$. Too large an $r$ makes the density too high and the mobility too low by the same factor.

In practical units the magnetic force has no $1/c$, so $\mu_H=|R_H|\sigma_0$. The bar gives $\sigma_0=IL/(V_Lwd)$ and $|R_H|=V_Hd/(IB)$, with $1\ \mathrm T=10^{-4}\ \mathrm{V\,s/cm^2}$.

For A,

$$\sigma_0=\frac{10^{-5}\times0.1}{0.57\times0.02\times5\times10^{-4}}=0.1754\ \mathrm{S/cm},$$

$$|R_H|=\frac{6.9\times10^{-3}\times5\times10^{-4}}{10^{-5}\times0.5\times10^{-4}}=6900\ \mathrm{cm^3/C}.$$

Thus $\mu_H=1210$ cm²/Vs and $\mu_d=1210/1.178\approx1030$ cm²/Vs. The density rises from $n_H=9.05\times10^{14}$ to $n=1.07\times10^{15}$ cm⁻³. (At 0.5 T the finite-field factor of Variation 1 is 1.175, which would give $1.06\times10^{15}$.)

For B, the same formulas give $\sigma_0=20$ S/cm and $|R_H|=2000$ cm³/C. Then $\mu_H=40\,000$ cm²/Vs and $\mu_d=40\,000/1.933\approx20\,700$ cm²/Vs. The density rises from $n_H=3.12\times10^{15}$ to $n=6.03\times10^{15}$ cm⁻³.

### How far real layers depart from the model

The inputs are round, rough values. A lies in the regime of a lightly doped, nonpolar, many-valley semiconductor layer at room temperature. B lies in that of a light-mass III–V epilayer at 77 K. With $m=0.07$ electron masses its density is about a tenth of the effective density of states, and Fermi statistics lower the pure-law $r$ from 1.933 to 1.905. Its field of 0.005 T was chosen to keep even the long-lived carriers in the weak-field regime; Variation 1 shows what happens at higher fields.

In A, the single isotropic valley is a serious simplification. Take three equally filled ellipsoids along the cube axes, with masses $m,m,Km$ and a common lifetime law. The conductivity contains the mean inverse mass, $(2K+1)/(3Km)$. The weak-field Hall conductivity contains the mean of $1/(m_xm_y)$, which is $(K+2)/(3Km^2)$. So $r$ is multiplied by

$$\frac{3K(K+2)}{(2K+1)^2}=0.868\quad\text{for }K=5 .$$

Optical phonons act in the opposite direction here. Let $\theta=\hbar\omega_0/k_BT$ with $\hbar\omega_0=60$ meV, and let $N$ be the Bose occupation. Adding the isotropic rate $N\sqrt{x+\theta}+(N+1)\sqrt{x-\theta}$ to an acoustic rate $\sqrt x$, with emission allowed for $x>\theta$, raises $r$ to 1.256 by numerical quadrature. With the valley factor it becomes 1.09, and $\mu_d\approx1110$ cm²/Vs, 8% above the simple answer. The equal coupling strength is an assumption, so this is a size estimate. It also leaves out the charged dopants: with $m=0.3$ electron masses, $\epsilon_r=12$ and $N_I=n$, they alone lower the single-valley acoustic $r$ from 1.178 to about 1.13. Nonparabolicity is left out as well: a Kane parameter of 0.5 eV⁻¹ alone raises the single-valley acoustic $r$ to about 1.25.

Both bars are also assumed to conduct over the full thickness $d$. A depleted surface with barrier $V_s$ removes a width $\sqrt{\epsilon_rV_s/(2\pi ne)}$. This is 12–17% of $d$ in A for 0.3–0.6 V, and about 9–10% in B for 0.5–0.7 V at $n\approx4\times10^{15}$ cm⁻³. Using the full $d$ then makes $n$ too low by that fraction, which in A is about the size of the Hall-factor correction. The mobilities are unaffected, because $d$ cancels in $|R_H|\sigma_0$.

## Variation 1: the field is not weak

**Question.** What replaces $r$ at finite field, and what is its strong-field limit?

**Solution.** Put $D=1+\omega^2\tau^2$. The expression for $R_H$ found before the weak-field step gives

$$r(B)=nqcR_H=\frac{\langle\tau^2/D\rangle}{\langle\tau/D\rangle^2+\omega^2\langle\tau^2/D\rangle^2}.$$

For large $|\omega|$, $\langle\tau^2/D\rangle\to1/\omega^2$ and $\langle\tau/D\rangle\to\langle1/\tau\rangle/\omega^2$. The latter average is finite for both lifetime laws. The first term in the denominator then falls as $\omega^{-4}$ and the second as $\omega^{-2}$, so $r\to1$. The Hall coefficient then gives the density without knowledge of the scattering. This classical limit also needs $\hbar|\omega|\ll k_BT$, so that the Landau levels are not resolved. For B with the pure $s=3/2$ law and $m=0.07$ electron masses the two conditions do not overlap: $r$ is still 1.13 at 2 T, where $\hbar|\omega|/k_BT\approx0.5$, and 1.07 at 4 T, where $\hbar|\omega|\approx k_BT$.

For B, keep the pure $s=3/2$ law and $\mu_d=20\,700$ cm²/Vs. Quadrature gives $r=1.932$ at 0.005 T, 1.859 at 0.05 T and 1.370 at 0.5 T. At 0.05 T, $|\omega|\langle\tau\rangle=\mu_dB$ (in practical units) is still only about 0.10. However, a carrier at $x=6$ has $\tau/\langle\tau\rangle=6^{3/2}\Gamma(\tfrac52)/\Gamma(4)\approx3.3$, and such carriers weigh heavily in $\langle\tau^2\rangle$. They leave the weak-field regime first.

## Variation 2: both mechanisms act

**Question.** Must $r$ lie between $3\pi/8$ and $315\pi/512$ when both mechanisms are present? What happens to B?

**Solution.** Rates add at each energy. For the two pure laws,

$$\frac1\tau=\frac{x^{1/2}}{\tau_L}+\frac{x^{-3/2}}{\tau_I}
\quad\Rightarrow\quad
\tau=\tau_L\frac{x^{3/2}}{x^2+a},\qquad a=\frac{\tau_L}{\tau_I}.$$

Setting $d\tau/dx=0$ gives $\tfrac32(x^2+a)=2x^2$, or $x=\sqrt{3a}$. The lifetime has a maximum there. If the maximum falls among the carriers that dominate transport, their lifetimes are nearly equal and $r$ approaches 1. A numerical scan over $a$ finds a lowest value of about 1.03, where the lattice-only mobility is about 0.11 of the impurity-only mobility. The pure factors therefore do not bracket a mixture.

For B, restore the energy-dependent Coulomb bracket, with $m=0.07$ electron masses, $\epsilon_r=13$ and $\lambda^2=\epsilon_rk_BT/(4\pi ne^2)$. With impurities alone and $n=6.03\times10^{15}$ cm⁻³, $r$ falls from 1.933 to 1.62.

Next add lattice scattering with the acoustic law and a rough lattice-only mobility of $2\times10^5$ cm²/Vs. For each trial $N_I$, iterate $n=rn_H$, $\lambda$ and $r$ until they agree. Then adjust $N_I$ until $r\mu_d=40\,000$ cm²/Vs. The result is

$$N_I\approx6.9\times10^{15}\ \mathrm{cm^{-3}},\quad n\approx3.9\times10^{15}\ \mathrm{cm^{-3}},\quad r\approx1.25,\quad \mu_d\approx32\,000\ \mathrm{cm^2/Vs}.$$

Charge neutrality requires $N_I\ge n$, which holds. Relative to this estimate, the pure-law mobility is 35% too low and its density 55% too high. These figures depend strongly on the assumed lattice term. A lattice-only mobility of $4\times10^5$ cm²/Vs gives $r\approx1.39$ and $\mu_d\approx29\,000$ cm²/Vs; one of $10^5$ gives $r\approx1.09$ and $\mu_d\approx37\,000$, with $N_I$ already slightly below $n$. A lattice law with $s=+1/2$, as for piezoelectric scattering, at $2\times10^5$ gives $r\approx1.52$ and $\mu_d\approx26\,000$. Even though the lattice-only mobility is several times the measured one, lattice scattering with the acoustic law matters: its rate grows with energy, so it shortens the long lifetimes of the fast carriers that produced the large $r$.

The refined value is still a model result. It omits polar optical phonons, piezoelectric scattering and neutral donors; a hydrogenic estimate puts the last at about $1.6\times10^{15}$ cm⁻³ at 77 K. Their effect is uncertain. A static hydrogen-atom potential of Bohr radius $a_B$, without exchange, gives a neutral-only mobility of $3$–$5\times10^5$ cm²/Vs and moves $r$ only to 1.24. The low-energy rate $20\hbar a_BN/m$ for a neutral density $N$, used here beyond its range, gives about $5\times10^4$ cm²/Vs, and then $\mu_H$ reaches only about $33\,000$ even at $N_I=n$. It relies on the Born approximation, although $e^2/(\epsilon_r\hbar v)$ is about 0.9 at $x=1$. Partial-wave cross sections stay close to Born for donors but fall to 0.58 of Born at $x=1$ for the compensating acceptors. They shift the fit to $N_I\approx7.1\times10^{15}$ cm⁻³, $r\approx1.22$ and $\mu_d\approx33\,000$ cm²/Vs. The screening length counts free carriers only. Including the partly ionised donors in the screening gives $N_I\approx7.3\times10^{15}$ cm⁻³ and $r\approx1.24$. Independent, randomly placed impurities also give a potential variance

$$N_I\int\left(\frac{e^2}{\epsilon_r\rho}\right)^2e^{-2\rho/\lambda}\,d^3\rho=\frac{2\pi N_I\lambda e^4}{\epsilon_r^2}.$$

With $\lambda\approx35$ nm, the rms fluctuation is about $0.65\,k_BT$, or about $0.53\,k_BT$ if the potential is capped within 10 nm (about one Bohr radius) of each impurity, so a uniform band edge is itself a rough approximation.

Numbers in the example were calculated in double precision.
